\section*{Climbing-image nudged elastic band on the Mueller-Brown surface}

\section*{Problem}

The Mueller-Brown surface is a two-dimensional model of a reaction with several steps:
\begin{equation}
V(x,y)=\sum_{k=1}^{4}V_k,\qquad V_k=A_k e^{q_k},\qquad
q_k=a_k\,\xi_k^2+b_k\,\xi_k\eta_k+c_k\,\eta_k^2 ,
\end{equation}
with $\xi_k=x-X_k$, $\eta_k=y-Y_k$ and the parameters
\begin{center}
\begin{tabular}{rrrrrrr}
$k$ & $A_k$ & $a_k$ & $b_k$ & $c_k$ & $X_k$ & $Y_k$\\
1 & $-200$ & $-1$ & $0$ & $-10$ & $1$ & $0$\\
2 & $-100$ & $-1$ & $0$ & $-10$ & $0$ & $0.5$\\
3 & $-170$ & $-6.5$ & $11$ & $-6.5$ & $-0.5$ & $1.5$\\
4 & $15$ & $0.7$ & $0.6$ & $0.7$ & $-1$ & $1$
\end{tabular}
\end{center}
Energies and lengths are in the model's own units, and distances are Euclidean.

\begin{enumerate}
\item[(a)] Find and classify the stationary points.
\item[(b)] Set up a nudged elastic band between the two deepest minima. By how much does its highest image miss the top of the path?
\item[(c)] Change the force on that image so that it climbs. Where can it come to rest, and when is the resting point stable?
\item[(d)] Run the band and give the highest saddle energy and the barriers seen from both ends.
\item[(e)] Show that no lower route joins the two minima.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Each term is the exponential of a quadratic form, so its derivatives are $V_k$ times polynomials.
\item[(b)] Let the true force act across the band and the springs along it. Near a saddle, expand $V$ to second order.
\item[(c)] Reverse one component of the true force. What does this do to its length? For stability, use the trace and determinant of a $2\times2$ matrix.
\item[(d)] Relax the ordinary band first, then let its highest image climb.
\item[(e)] Think of water rising over the surface. At what kind of point do two lakes merge?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Stationary points}

The chain rule gives $\nabla V_k=V_k\nabla q_k$. Differentiating once more acts on both factors, so
\begin{align}
\nabla V&=\sum_k V_k\nabla q_k, &
\nabla q_k&=\begin{pmatrix}2a_k\xi_k+b_k\eta_k\\ b_k\xi_k+2c_k\eta_k\end{pmatrix},\\
H&=\sum_k V_k\left[\nabla q_k\nabla q_k^{T}+Q_k\right], &
Q_k&=\begin{pmatrix}2a_k&b_k\\ b_k&2c_k\end{pmatrix}.
\end{align}
Newton's step $-H^{-1}\nabla V$ leads to stationary points of every kind. Started from a $60\times60$ grid over the box $-2\le x\le1.5$, $-1\le y\le2.5$, with each step limited to a length of 0.1, it finds five:
\begin{center}
\begin{tabular}{lrrr}
 & $x$ & $y$ & $V$\\
deepest minimum & $-0.5582$ & $1.4417$ & $-146.6995$\\
second minimum & $0.6235$ & $0.0280$ & $-108.1667$\\
shallow minimum & $-0.0500$ & $0.4667$ & $-80.7678$\\
high saddle & $-0.8220$ & $0.6243$ & $-40.6648$\\
low saddle & $0.2125$ & $0.2930$ & $-72.2489$
\end{tabular}
\end{center}
The minima have two positive Hessian eigenvalues. The saddles have one of each sign; at the high saddle they are $\lambda_-=-750.86$ and $\lambda_+=490.24$. This list is an independent reference for the band, which uses energies and gradients but no second derivatives.

\subsection*{(b) The ordinary band}

On a minimum-energy path the gradient has no component across the curve. With unit tangent $\tau$,
\begin{equation}
(I-\tau\tau^{T})\nabla V=0 .
\end{equation}
Represent the path by images $R_0,\dots,R_N$ with fixed ends. The true force acts across the band, and springs of constant $k$ control the spacing along it:
\begin{equation}
F_i=-(I-\tau_i\tau_i^{T})\nabla V(R_i)
+k\left(|R_{i+1}-R_i|-|R_i-R_{i-1}|\right)\tau_i .
\label{eq:neb}
\end{equation}
The two parts are orthogonal, so both vanish when $F_i=0$. The springs then do not pull the band off the path, and the downhill force does not drag images away from the top.

\paragraph{Choice of tangent.} Where the energy rises or falls steadily along the band, $\tau_i$ points along the segment joining image $i$ to its higher neighbour, always in the direction of increasing $i$. To see why, take a straight, evenly spaced stretch with uphill slope $g>0$ towards larger $i$, spacing $s$ and curvature $h>0$ across the path. Give the images small sideways displacements $u_i$. The tangent turns by $\varepsilon_i=(u_{i+1}-u_i)/s$. To first order the sideways part of $-\nabla V+(\nabla V\cdot\tau)\tau$ is
\begin{equation}
f_i=-h u_i+g\varepsilon_i=-hu_i+\frac{g}{s}(u_{i+1}-u_i).
\label{eq:side}
\end{equation}
The springs do not enter at this order: lengths change only quadratically with $u$, and the spring force acts along the tangent, so its sideways part is of third order. Let the images move as $\dot u_i=f_i$ and insert $u_j\propto e^{\mathrm{i}pj}$. The growth rate has real part
\begin{equation}
-h-\frac{g}{s}(1-\cos p).
\end{equation}
Zigzags ($p=\pi$) are thus damped more strongly than smooth displacements. Using the lower neighbour would change the sign of the second term, and zigzags would grow when $2g/s>h$.

At an image higher or lower than both neighbours, the two segments are mixed:
\begin{equation}
\tau_i\propto w_+(R_{i+1}-R_i)+w_-(R_i-R_{i-1}).
\end{equation}
The weights are the larger and the smaller of $|V_{i+1}-V_i|$ and $|V_{i-1}-V_i|$, the larger going with the higher neighbour. When one neighbour becomes level with image $i$, the smaller weight vanishes and the one-sided rule is recovered, so the tangent does not jump there.

\paragraph{The missed top.} Equation~(\ref{eq:neb}) does not require any image to sit on the saddle. Let the highest image be displaced from it by $d$, with components $d_-$ and $d_+$ along the two Hessian eigenvectors. The linear term vanishes at the saddle, so the shortfall is
\begin{equation}
S=V_s-V\simeq-\tfrac12 d^{T}Hd=\tfrac12\left(|\lambda_-|d_-^2-\lambda_+d_+^2\right).
\label{eq:short}
\end{equation}
When the first term is the larger, as for a displacement along the unstable mode, $S>0$ and the barrier is underestimated.

Take 21 images, ends included, and $k=1000$. The path length, measured along steepest-descent curves, is 2.6988, so the mean spacing, measured along the path, is $2.6988/20=0.135$. An image half a spacing from the saddle, displaced along the unstable mode, would miss the top by about
\begin{equation}
\tfrac12(750.86)(0.0675)^2\simeq1.7 .
\end{equation}
The relaxed band has its highest image at $-41.9982$, a shortfall of 1.3333. Equation~(\ref{eq:short}), evaluated with the actual displacement of that image, gives 1.4458, which is 8\% above the true shortfall; the difference comes from the terms beyond second order.

\subsection*{(c) The climbing image}

Remove the springs from the highest image and reverse the component of the true force along the band:
\begin{equation}
F_c=-\nabla V+2(\nabla V\cdot\tau)\tau=-M\nabla V,\qquad M=I-2\tau\tau^{T}.
\label{eq:climb}
\end{equation}
The image now goes uphill along the band and downhill across it. Since $\tau^T\tau=1$,
\begin{equation}
M^TM=I-4\tau\tau^T+4\tau(\tau^T\tau)\tau^T=I .
\end{equation}
Hence $|F_c|=|\nabla V|$. The climbing force vanishes where the gradient vanishes and nowhere else, even if $\tau$ is inaccurate. A coarse band therefore causes no discretisation error in the converged saddle energy.

\paragraph{Stability.} Displace the image by $\delta$ from a stationary point. The gradient becomes $H\delta$ to first order. The tangent also changes, by an amount of order $\delta$, but this change multiplies a gradient that is itself of order $\delta$. It therefore enters at second order, and
\begin{equation}
F_c\simeq J\delta,\qquad J=-MH .
\end{equation}
For the same reason, moving a neighbour has no first-order effect: it alters $\tau$ alone, and $\tau$ multiplies a vanishing gradient.

In two dimensions $M$ has eigenvalues $-1$ and $1$, so $\det(-M)=\det M=-1$ and
\begin{equation}
\det J=-\det H .
\end{equation}
At a minimum or a maximum with nonzero curvatures $\det H>0$, so $\det J<0$. One eigenvalue of $J$ is then positive and the image is repelled. At a saddle $\det J>0$, and the trace decides. Let $\theta$ be the angle between $\tau$ and the unstable mode. Then $\tau^TH\tau=\lambda_-\cos^2\theta+\lambda_+\sin^2\theta$, and
\begin{align}
\operatorname{tr}J&=-\operatorname{tr}H+2\tau^TH\tau\nonumber\\
&=\lambda_-(2\cos^2\theta-1)-\lambda_+(1-2\sin^2\theta)\nonumber\\
&=-(\lambda_+-\lambda_-)\cos2\theta .
\end{align}
The saddle attracts the image when $\operatorname{tr}J<0$, that is, for $\theta<45^\circ$. On the two sides of this limit at the high saddle, the largest real part of the eigenvalues of $J$ is $-21.66$ at $44^\circ$ and $+21.66$ at $46^\circ$.

The 21-image band has $\theta=1.87^\circ$, well inside the stable range. The formula gives
\begin{equation}
\operatorname{tr}J=-(490.24+750.86)\cos3.74^\circ=-1238.5 .
\end{equation}
Finite differences of the band force give a Jacobian with eigenvalues $-743.10$ and $-495.36$. Their sum is $-1238.5$, in agreement.

These results are local. They show that the image can settle on a saddle, not that this saddle is the highest on the path. That has to be read from the final band, with images close enough together not to step over another saddle.

\subsection*{(d) The run}

Place the 21 images evenly on the straight line between the two deepest minima. The highest of them starts at $V=12.605$. Move each image by $1.2\times10^{-4}F_i$, limited to a length of 0.02, until the largest force is below $10^{-5}$. This takes 4730 steps. Then apply equation~(\ref{eq:climb}) to the highest image and continue for a further 1542 steps. The climbing image stops at
\begin{equation}
(x,y)=(-0.8220,\,0.6243),\qquad V_s=-40.6648\simeq-40.7 ,
\end{equation}
which is the high saddle of part (a). It is the highest image of the final band.

The remaining force hardly matters. A residual gradient $r$ means a displacement $H^{-1}r$ and an energy error $\tfrac12r^TH^{-1}r$. With $|r|\le10^{-5}$ its magnitude is at most $10^{-10}/(2\times490)\simeq10^{-13}$.

The value $-40.7$ is an energy on the model's scale, not a barrier. The barriers are differences:
\begin{align}
\text{from the deepest minimum:}\quad&-40.6648+146.6995=106.0347,\\
\text{from the second minimum:}\quad&-40.6648+108.1667=67.5019 .
\end{align}
Without climbing, the first would have come out 1.3333 too low, or 1.3\% of the barrier.

The reaction is not a single hop. After the high saddle the band descends to $-80.7046$ at image 14, close to the shallow minimum, and then crosses the region of the low saddle.

\subsection*{(e) No lower route}

Steepest-descent curves from the high saddle end in the deepest and the shallow minimum. Those from the low saddle end in the shallow and the second minimum. Joined together, they form a route whose highest point is the high saddle.

Now let water rise over the surface. Separate lakes merge at saddles. The low saddle joins the shallow and second basins, but leaves the deepest one isolated. Given the list in part (a), the deepest basin can join them only at the high saddle.

This argument relies on the list being complete, so a calculation that does not use it is worth having. On a grid of spacing 0.005 over the same box, raise a level $L$ until the two deep minima are connected through neighbouring points with $V\le L$. This happens at $L=-40.6645$, which is 0.0003 above the saddle. A grid point one spacing from the saddle would differ from it by about $\tfrac12(751)(0.005)^2\simeq0.009$, so the agreement is within the grid's resolution. All grid points on the edge of the box lie above the saddle energy, which excludes a lower detour outside it.

\subsection*{What carries over to a real molecule}

The surface represents no particular molecule, so its barriers have no value in eV. For a real molecule, $V$ would come from an electronic-structure calculation in many coordinates, and any error in its energy differences would pass into the barrier however well the band converged. The property $|F_c|=|\nabla V|$ holds in any number of dimensions. So does stability when $\tau$ lies along the unstable mode: $J$ then has the eigenvalue $\lambda_-<0$ along that mode and $-\lambda_j<0$ along the other vibrations. Overall translations and rotations of a free molecule have zero curvature and give zero eigenvalues; they do not change the energy. The $45^\circ$ limit was derived for two dimensions. A reaction rate also needs zero-point energy, entropy and possibly tunnelling, none of which is contained in $V_s$.

\section*{Variation 1: a finer band}

\emph{Use 41 images and $k=2000$. What changes?}

The climbing image again gives $-40.664844$, the same as before to all printed digits, as the reflection property requires. The ordinary band improves: its highest image lies at $-40.7443$, a shortfall of 0.0795, against 0.0770 from equation~(\ref{eq:short}). Halving the spacing would reduce the half-spacing estimate by a factor of four, yet the shortfall drops by $1.3333/0.0795\simeq17$. The shortfall depends on where the highest image happens to fall, and here it falls closer to the saddle than half a spacing.

The other images keep a discretisation error. On a path of curvature $\kappa$, the chord to the next image makes an angle of about $\kappa s/2$ with the true tangent. If the offset varies slowly from image to image, this angle takes the place of $\varepsilon_i$ in equation~(\ref{eq:side}), and balancing the two terms gives a sideways offset
\begin{equation}
|u|\simeq\frac{g\kappa s}{2h},
\end{equation}
which is proportional to $s$ at leading order. Where the offset varies quickly along the band, the neglected term $g\,du/d\ell$, with $\ell$ the length along the path, can be as large as $hu$. The formula then gives only a rough size, but the balance is still linear in the offset, which therefore stays proportional to $s$ at leading order. The largest distance from the steepest-descent path falls from 0.0284 to 0.0173, a factor of 1.6 rather than 2. An exact factor of 2 is not to be expected: the estimate is local and of leading order in $s$, while the measured figure is a maximum over images that sit at different places in the two bands. The change of $k$ does not enter this comparison. At convergence the two parts of equation~(\ref{eq:neb}) vanish separately, so $k$ drops out of the equilibrium conditions and affects only the relaxation.

\section*{Variation 2: the second hop}

\emph{What are the barriers between the shallow and the second minimum, and can they be read from the 21-image band?}

By part (e) these minima are joined through the low saddle, so the barriers are
\begin{align}
\text{from the shallow minimum:}\quad&-72.2489+80.7678=8.5189,\\
\text{from the second minimum:}\quad&-72.2489+108.1667=35.9178 .
\end{align}
In the 21-image band the nearest image to this saddle is number 16, at $-72.5614$. It does not climb, and it lies $0.3125$ too low. That is 0.9\% of the larger barrier but 3.7\% of the smaller one. The band also has no image exactly at the shallow minimum: image 14 lies $0.0632$ above it. The smaller barrier read from the band alone would therefore be $0.3757$ too low, or 4.4\%. To remove these errors, run a separate climbing band between these two minima. Its climbing image is attracted to the low saddle if the tangent there lies within $45^\circ$ of the unstable mode. The coordinates and energies of all 21 images are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
All energies and lengths in model units
deepest minimum: x=-0.5582 y=1.4417 V=-146.6995
second minimum: x=0.6235 y=0.0280 V=-108.1667
shallow minimum: x=-0.0500 y=0.4667 V=-80.7678
high saddle: x=-0.8220 y=0.6243 V=-40.6648
low saddle: x=0.2125 y=0.2930 V=-72.2489
Hessian eigenvalues at high saddle: -750.86, 490.24
highest image of straight start band: V=12.605
band of 21 images, spring constant 1000:
  steps plain, climbing: 4730, 1542
  plain band highest V=-41.9982
  shortfall=1.3333, quadratic estimate=1.4458
  climbing image V=-40.664844, largest force=1.0e-05
  tangent to unstable mode: 1.87 degrees
band of 41 images, spring constant 2000:
  steps plain, climbing: 8534, 2725
  plain band highest V=-40.7443
  shortfall=0.0795, quadratic estimate=0.0770
  climbing image V=-40.664844, largest force=1.0e-05
  tangent to unstable mode: 0.55 degrees
largest distance from path: 21 images 0.0284, 41 images 0.0173
length of steepest-descent path: 2.6988
climbing Jacobian eigenvalues: -743.10, -495.36
largest growth rate at 44 and 46 degrees: -21.66, 21.66
flooding level on grid of spacing 0.005: -40.6645
barrier from deepest minimum: 106.0347
barrier from second minimum: 67.5019
converged 21-image climbing band: image, x, y, V
 0  -0.5582   1.4417  -146.6995
 1  -0.6464   1.3532  -143.6361
 2  -0.7340   1.2640  -135.1321
 3  -0.8191   1.1726  -122.4665
 4  -0.8963   1.0743  -107.0491
 5  -0.9498   0.9614   -89.2823
 6  -0.9503   0.8364   -67.4159
 7  -0.8998   0.7221   -47.5597
 8  -0.8220   0.6243   -40.6648 climbing
 9  -0.7028   0.5568   -45.9514
10  -0.5715   0.5177   -56.0117
11  -0.4359   0.4982   -66.0769
12  -0.2993   0.4873   -74.2464
13  -0.1627   0.4775   -79.3771
14  -0.0264   0.4631   -80.7046
15   0.1027   0.4173   -77.7734
16   0.2002   0.3210   -72.5614
17   0.2688   0.2025   -76.7837
18   0.3624   0.1024   -91.5671
19   0.4879   0.0474  -103.6362
20   0.6235   0.0280  -108.1667
\end{verbatim}
